# The t2g Kanamori Hamiltonian and Hund's First Two Rules: verification in Python

```python
# Result under test: for three degenerate t2g orbitals with U' = U - 2J, the
# Kanamori Hamiltonian equals
#   (U - 3J) N(N-1)/2 - 2J S^2 - (J/2) L^2 + (5/2) J N
# and for J > 0 its levels follow Hund's order.
# U, U' : repulsion in the same / in different orbitals;  J : Hund exchange
# N, S, L : total number, spin, effective orbital angular momentum (hbar = 1)
# Orbitals 0, 1, 2 are yz, zx, xy; spin index 0 is up, 1 is down.
from collections import Counter
from itertools import combinations

import numpy as np
import sympy as sp

ORBITALS = range(3)
SPINS = range(2)


def annihilator(mode):
    """Jordan-Wigner matrix of one of six fermion modes."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    factors = [np.diag([1.0, -1.0])] * mode + [lower] + [np.eye(2)] * (5 - mode)
    matrix = np.eye(1)
    for factor in factors:
        matrix = np.kron(matrix, factor)
    return matrix


c = {(m, s): annihilator(2 * m + s) for m in ORBITALS for s in SPINS}
cd = {key: matrix.T for key, matrix in c.items()}
n = {key: cd[key] @ c[key] for key in c}
identity = np.eye(64)
for p in c:
    for q in c:
        expected = identity if p == q else 0 * identity
        assert np.allclose(c[p] @ cd[q] + cd[q] @ c[p], expected)
        assert np.allclose(c[p] @ c[q] + c[q] @ c[p], 0)


def kanamori(U, Uprime, J):
    """Hamiltonian written out from its definition."""
    H = np.zeros((64, 64))
    for m in ORBITALS:
        H += U * n[m, 0] @ n[m, 1]
        for k in ORBITALS:
            if k == m:
                continue
            H += Uprime * n[m, 0] @ n[k, 1]
            H -= J * cd[m, 0] @ c[m, 1] @ cd[k, 1] @ c[k, 0]
            H += J * cd[m, 0] @ cd[m, 1] @ c[k, 1] @ c[k, 0]
            if m < k:
                for s in SPINS:
                    H += (Uprime - J) * n[m, s] @ n[k, s]
    return H


def commutator(A, B):
    return A @ B - B @ A


# Number, spin and orbital operators
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
epsilon = np.array([[[(a - b) * (b - k) * (k - a) / 2 for k in ORBITALS]
                     for b in ORBITALS] for a in ORBITALS])
density = [n[m, 0] + n[m, 1] for m in ORBITALS]
N_op = sum(density)
local_spin = [[sum(0.5 * pauli[a][s, t] * cd[m, s] @ c[m, t]
                   for s in SPINS for t in SPINS) for a in range(3)]
              for m in ORBITALS]
S = [sum(local_spin[m][a] for m in ORBITALS) for a in range(3)]
L = [sum(-1j * epsilon[a, b, k] * cd[b, s] @ c[k, s]
         for b in ORBITALS for k in ORBITALS for s in SPINS) for a in range(3)]
S2 = sum(component @ component for component in S)
L2 = sum(component @ component for component in L)
assert np.allclose(commutator(S[0], S[1]), 1j * S[2])
assert np.allclose(commutator(L[0], L[1]), 1j * L[2])

# The atomic angular momentum -i r x grad, projected on yz, zx, xy, is -L
r = sp.symbols("x y z")
cubic = [r[1] * r[2], r[2] * r[0], r[0] * r[1]]
for a in range(3):
    b, k = (a + 1) % 3, (a + 2) % 3
    for col in ORBITALS:
        f = cubic[col]
        turned = sp.expand(r[b] * sp.diff(f, r[k]) - r[k] * sp.diff(f, r[b]))
        for row in ORBITALS:
            coefficient = float(sp.Poly(turned, *r).coeff_monomial(cubic[row]))
            effective = -1j * epsilon[a, row, col]
            assert abs(-1j * coefficient + effective) < 1e-12

# Building blocks of the rearrangement
pairs_of_orbitals = list(combinations(ORBITALS, 2))
double_occ = sum(n[m, 0] @ n[m, 1] for m in ORBITALS)
inter_density = sum(density[m] @ density[k] for m, k in pairs_of_orbitals)
spin_products = sum(local_spin[m][a] @ local_spin[k][a]
                    for m, k in pairs_of_orbitals for a in range(3))
pair_hopping = sum(cd[m, 0] @ cd[m, 1] @ c[k, 1] @ c[k, 0]
                   for m in ORBITALS for k in ORBITALS if m != k)
pair_count = N_op @ (N_op - identity) / 2
assert np.allclose(pair_count, double_occ + inter_density)
for m in ORBITALS:
    square = sum(component @ component for component in local_spin[m])
    assert np.allclose(square, 0.75 * (density[m] - 2 * n[m, 0] @ n[m, 1]))
assert np.allclose(S2, 0.75 * N_op - 1.5 * double_occ + 2 * spin_products)
assert np.allclose(L2, 2 * N_op - inter_density - 4 * spin_products
                   - 2 * pair_hopping)

# H is linear in (U, U', J), so three independent triples cover all values
for U, Uprime, J in [(1, 0, 0), (0, 1, 0), (0, 0, 1)]:
    H = kanamori(U, Uprime, J)
    assert np.allclose(H, U * double_occ + (Uprime - J / 2) * inter_density
                       - 2 * J * spin_products + J * pair_hopping)
    assert np.allclose(H, (Uprime - J) * pair_count - 2 * J * S2 - J / 2 * L2
                       + 2.5 * J * N_op + (U - Uprime - 2 * J) * double_occ)

# On the line U' = U - 2J two independent pairs (U, J) cover all values
identity_error = 0.0
for U, J in [(1, 0), (0, 1)]:
    closed_form = ((U - 3 * J) * pair_count - 2 * J * S2 - J / 2 * L2
                   + 2.5 * J * N_op)
    difference = np.abs(kanamori(U, U - 2 * J, J) - closed_form).max()
    identity_error = max(identity_error, difference)
assert identity_error < 1e-12


def quantum_number_doubled(square):
    """Return 2j from j(j+1), checking that 2j is an integer."""
    doubled = int(round(-1 + np.sqrt(1 + 4 * square)))
    assert abs(doubled / 2 * (doubled / 2 + 1) - square) < 1e-8
    return doubled


def levels(H, electrons):
    """Diagonalize H at fixed N; return (energy, degeneracy, 2S, L) per level."""
    index = np.flatnonzero(np.isclose(np.diag(N_op), electrons))
    block = np.ix_(index, index)
    energy, vectors = np.linalg.eigh(H[block])
    found, start = [], 0
    while start < len(energy):
        size = int(np.sum(np.abs(energy[start:] - energy[start]) < 1e-8))
        V = vectors[:, start:start + size]
        doubled = []
        for operator in (S2, L2):
            image = operator[block] @ V
            value = np.trace(V.T @ image).real / size
            assert np.allclose(image, value * V, atol=1e-8)
            doubled.append(quantum_number_doubled(value))
        assert doubled[1] % 2 == 0
        found.append((energy[start], size, doubled[0], doubled[1] // 2))
        start += size
    return found


def counted_terms(electrons):
    """List (2S, L) from the weights of occupations, without any Hamiltonian."""
    modes = [(spin, ml) for spin in (1, -1) for ml in (1, 0, -1)]
    weights = Counter((sum(o[0] for o in occ), sum(o[1] for o in occ))
                      for occ in combinations(modes, electrons))
    terms = []
    while weights:
        two_s, ell = max(weights)
        terms.append((two_s, ell))
        for two_ms in range(-two_s, two_s + 1, 2):
            for ml in range(-ell, ell + 1):
                weights[two_ms, ml] -= 1
                assert weights[two_ms, ml] >= 0
        weights = +weights
    return terms


def tidy(value):
    return round(float(value), 6) + 0.0


def term_name(two_s, ell):
    return f"{two_s + 1}{'SPD'[ell]}"


U, J = 4.0, 0.5
H = kanamori(U, U - 2 * J, J)
print(f"U = {U:.2f} eV, J = {J:.2f} eV, U' = U - 2J = {U - 2 * J:.2f} eV")
print(f"U - 3J = {U - 3 * J:.2f} eV; Fock space dimension = {len(H)}")
print(f"largest error of the operator identity = {identity_error:.1e}")
print("Levels from diagonalization; E = (pairs) U + b J")
print("N term states pairs   E/eV       b  -2S(S+1)  -L(L+1)/2")
ground, spectrum = {}, {}
for electrons in range(7):
    found = levels(H, electrons)
    spectrum[electrons] = found
    terms = counted_terms(electrons)
    assert sorted(terms) == sorted((ts, ell) for _, _, ts, ell in found)
    pairs = electrons * (electrons - 1) // 2
    for E, size, two_s, ell in found:
        spin = two_s / 2
        spin_part, orbital_part = -2 * spin * (spin + 1), -ell * (ell + 1) / 2
        formula = ((U - 3 * J) * pairs + J * (spin_part + orbital_part)
                   + 2.5 * J * electrons)
        assert abs(E - formula) < 1e-8
        assert size == (two_s + 1) * (2 * ell + 1)
        print(f"{electrons} {term_name(two_s, ell):>4} {size:6d} {pairs:5d} "
              f"{tidy(E):7.2f} {tidy((E - pairs * U) / J):7.2f} "
              f"{tidy(spin_part):9.2f} {tidy(orbital_part):10.2f}")
    # Hund's order, with the candidates taken from the independent count
    largest_spin = max(ts for ts, _ in terms)
    candidates = [ell for ts, ell in terms if ts == largest_spin]
    assert found[0][2:] == (largest_spin, max(candidates))
    assert len(candidates) == 1
    for first, second in combinations(found, 2):
        if first[2] == second[2]:
            assert first[0] < second[0] and first[3] > second[3]
    ground[electrons] = found[0][0]

print("Splittings between neighbouring levels")
for electrons in (2, 3):
    for low, high in zip(spectrum[electrons], spectrum[electrons][1:]):
        gap = high[0] - low[0]
        print(f"N = {electrons}: {term_name(*low[2:])} -> {term_name(*high[2:])}"
              f" = {gap:.2f} eV = {gap / J:.2f} J")

print("Addition gap E0(N+1) + E0(N-1) - 2 E0(N)")
for electrons in range(1, 6):
    gap = ground[electrons + 1] + ground[electrons - 1] - 2 * ground[electrons]
    assert abs(gap - (U + 2 * J if electrons == 3 else U - 3 * J)) < 1e-8
    print(f"N = {electrons}: {gap:.2f} eV = U {(gap - U) / J:+.2f} J")

# Away from U' = U - 2J the orbital rotation symmetry is lost
shift = 0.2
detuned = kanamori(U, U - 2 * J - shift, J)
symmetric_break = max(np.abs(commutator(H, component)).max() for component in L)
detuned_break = max(np.abs(commutator(detuned, component)).max()
                    for component in L)
assert symmetric_break < 1e-12 and detuned_break > 0.01
print(f"largest element of [H, L_a], U' = U - 2J: {symmetric_break:.1e} eV")
print(f"same with U' lowered by {shift:.2f} eV: {detuned_break:.2f} eV")
split = levels(detuned, 2)
Uprime = U - 2 * J - shift
expected_levels = [(Uprime - J, 9), (Uprime + J, 3), (U - J, 2), (U + 2 * J, 1)]
assert len(split) == len(expected_levels)
print("N = 2 levels with the lowered U'")
for (E, size, two_s, ell), (value, count) in zip(split, expected_levels):
    assert abs(E - value) < 1e-8 and size == count
    print(f"{term_name(two_s, ell)}: {E:.2f} eV, {size} states")
assert abs(split[2][0] - split[1][0] - shift) < 1e-8
print(f"splitting of 1D = {split[2][0] - split[1][0]:.2f} eV")

# A negative J turns the order upside down
inverted = kanamori(U, U + 2 * J, -J)
for electrons in (2, 3):
    order = [level[2:] for level in levels(inverted, electrons)]
    assert order == [level[2:] for level in spectrum[electrons]][::-1]
    names = ", ".join(term_name(*level) for level in order)
    print(f"J = {-J:.2f} eV, N = {electrons}, from lowest: {names}")

print("all tests passed")
```

Output:

```
U = 4.00 eV, J = 0.50 eV, U' = U - 2J = 3.00 eV
U - 3J = 2.50 eV; Fock space dimension = 64
largest error of the operator identity = 0.0e+00
Levels from diagonalization; E = (pairs) U + b J
N term states pairs   E/eV       b  -2S(S+1)  -L(L+1)/2
0   1S      1     0    0.00    0.00      0.00       0.00
1   2P      6     0    0.00    0.00     -1.50      -1.00
2   3P      9     1    2.50   -3.00     -4.00      -1.00
2   1D      5     1    3.50   -1.00      0.00      -3.00
2   1S      1     1    5.00    2.00      0.00       0.00
3   4S      4     3    7.50   -9.00     -7.50       0.00
3   2D     10     3    9.00   -6.00     -1.50      -3.00
3   2P      6     3   10.00   -4.00     -1.50      -1.00
4   3P      9     6   17.50  -13.00     -4.00      -1.00
4   1D      5     6   18.50  -11.00      0.00      -3.00
4   1S      1     6   20.00   -8.00      0.00       0.00
5   2P      6    10   30.00  -20.00     -1.50      -1.00
6   1S      1    15   45.00  -30.00      0.00       0.00
Splittings between neighbouring levels
N = 2: 3P -> 1D = 1.00 eV = 2.00 J
N = 2: 1D -> 1S = 1.50 eV = 3.00 J
N = 3: 4S -> 2D = 1.50 eV = 3.00 J
N = 3: 2D -> 2P = 1.00 eV = 2.00 J
Addition gap E0(N+1) + E0(N-1) - 2 E0(N)
N = 1: 2.50 eV = U -3.00 J
N = 2: 2.50 eV = U -3.00 J
N = 3: 5.00 eV = U +2.00 J
N = 4: 2.50 eV = U -3.00 J
N = 5: 2.50 eV = U -3.00 J
largest element of [H, L_a], U' = U - 2J: 0.0e+00 eV
same with U' lowered by 0.20 eV: 0.20 eV
N = 2 levels with the lowered U'
3P: 2.30 eV, 9 states
1D: 3.30 eV, 3 states
1D: 3.50 eV, 2 states
1S: 5.00 eV, 1 states
splitting of 1D = 0.20 eV
J = -0.50 eV, N = 2, from lowest: 1S, 1D, 3P
J = -0.50 eV, N = 3, from lowest: 2P, 2D, 4S
all tests passed
```
